\section*{Resonant impurity scattering: when thermopower gains more than conductivity loses}

\section{Problem}

An impurity level lies inside a band and hybridizes with it, as the thallium level does in the valence band of PbTe. Find the scattering rate it causes. Then find the level widths for which the thermopower \(S\) rises by a larger factor than the conductivity \(\sigma\) falls:
\begin{equation}
\frac{S}{S_0}>\frac{\sigma_0}{\sigma}
\quad\Longleftrightarrow\quad S\sigma>S_0\sigma_0 .
\label{criterion}
\end{equation}
The subscript 0 on \(S\) and \(\sigma\) denotes the band without resonant impurities, at the same chemical potential \(\mu\).

Take one spherical parabolic band of mass \(m\), with energy \(E\) measured from the band edge into the band. For holes, \(E\) therefore increases downward on the electron energy scale. \(S\) is counted positive when it has the sign of the clean band's thermopower, so \(S_0>0\), while a resonance may make \(S\) negative. The algebra uses atomic units, \(\hbar=m_e=e=1\), and keeps \(k_B\). The density of states per spin and volume is \(g=mk/(2\pi^2)\), with \(k=\sqrt{2mE}\). Without the level, carriers scatter quasi-elastically from acoustic phonons at a rate \(1/\tau_0\propto g\), the number of available final states.

\section{A tempting solution}

Conductivity and thermopower follow from the transport function \(\Xi=\tfrac23 g v^2\tau\), where \(v\) is the carrier speed and the factor 2 counts spin. At low temperature \(\sigma=\Xi(\mu)\) and \(S\propto d\ln\Xi/dE\) at \(\mu\). A density \(n_i\) of levels adds the density of states \(n_iL(E)\), where \(L\) is a normalized Lorentzian centred at \(E_0\). Keep \(v\) and \(\tau\) of the band, treat \(g\) as constant across the level, and replace \(g\) by \(g+n_iL\). Since the clean \(\Xi\) is proportional to \(E\), this gives
\begin{equation}
\frac{\sigma}{\sigma_0}=1+\frac{n_iL}{g},\qquad
\frac{d\ln\Xi}{dE}=\frac1\mu+\frac{n_iL'}{g+n_iL}.
\end{equation}
If \(E_0>\mu\), then \(L'(\mu)>0\). Both \(S\) and \(\sigma\) rise, and every width appears to succeed.

\section{The fault}

The fault is the replacement of \(g\) by \(g+n_iL\) in a formula for current. The current is the time derivative of the total carrier position. Contact hybridization moves a carrier between the level and the band at the same point, so it leaves that position unchanged. A carrier on the level does not move either. The current operator therefore contains only the band velocity \(\mathbf k/m\). The level affects the current by scattering band carriers, so it must enter through \(\tau\).

\section{The scattering rate}

Let \(V/\sqrt\Omega\) couple the level, of energy \(\varepsilon_d\), to every plane wave in the volume \(\Omega\). For an incoming wave \(\mathbf k_0\) of energy \(E\), the amplitudes \(c_{\mathbf k}\) in the band and \(d\) on the level obey
\begin{align}
c_{\mathbf k}&=\delta_{\mathbf k\mathbf k_0}
+\frac{V}{\sqrt\Omega}\frac{d}{E-\varepsilon_k+i0},\\
(E-\varepsilon_d)\,d&=\frac{V}{\sqrt\Omega}\sum_{\mathbf k}c_{\mathbf k}.
\end{align}
Inserting the first equation into the second gives
\begin{equation}
\left(E-\varepsilon_d-\frac{V^2}{\Omega}\sum_{\mathbf k}\frac1{E-\varepsilon_k+i0}\right)d=\frac V{\sqrt\Omega}.
\end{equation}
The sum term equals \(\Lambda-i\Gamma/2\), with \(\Gamma=2\pi V^2g\). With a momentum cutoff \(K\gg k\), its real part is
\begin{equation}
\Lambda=\frac{mV^2}{\pi^2}\,\mathrm P\!\!\int_0^K\!\frac{q^2\,dq}{k^2-q^2}
=\frac{mV^2}{\pi^2}\left[-K+\frac k2\ln\frac{K+k}{K-k}\right]
\simeq-\frac{mV^2K}{\pi^2}.
\end{equation}
This is a constant shift, absorbed in \(E_0=\varepsilon_d+\Lambda\). Putting \(d\) back into \(c_{\mathbf k}\) identifies the scattering amplitude \(T/\Omega\), where
\begin{equation}
T=\frac{V^2}{E-E_0+i\Gamma/2},\qquad
\Gamma(E)=\Gamma_0\sqrt{E/E_0}.
\end{equation}
For \(n_i\Omega\) independent impurities, the golden rule with \(T\) in place of the bare coupling gives \(1/\tau_r=2\pi n_i|T|^2g\). Since \(V^4=\Gamma^2/(4\pi^2g^2)\),
\begin{equation}
\boxed{\frac1{\tau_r}=\frac{n_i}{2\pi g}\,
\frac{\Gamma^2}{(E-E_0)^2+\Gamma^2/4}} .
\label{rate}
\end{equation}
The scattering is isotropic, so the transport weight \(1-\cos\theta\) averages to one and this is also the momentum relaxation rate. With the phase shift defined by \(\tan\delta=(\Gamma/2)/(E_0-E)\), the rate is \(2n_i\sin^2\delta/(\pi g)\). Its value at \(E_0\) is independent of \(V\): stronger hybridization widens the resonance without raising that value.

\section{The widths that satisfy the criterion}

Add the two rates. In
\begin{equation}
\frac{\tau_0}{\tau_r}=\frac{n_i\tau_0\Gamma^2/(2\pi g)}{(E-E_0)^2+\Gamma^2/4}
\end{equation}
the numerator is independent of energy, because \(\Gamma^2\propto E\) and \(\tau_0/g\propto1/E\). Call it \(G\). At \(E_0\) the ratio is \(A_0=G/(\Gamma_0^2/4)\), so
\begin{equation}
G=\frac{A_0\Gamma_0^2}{4},\qquad
A_0=\left.\frac{2n_i\tau_0}{\pi g}\right|_{E_0}.
\end{equation}
The clean transport function is \(\Xi_0=cE\), because \(v^2\propto E\) and \(g\tau_0\) is constant. Hence
\begin{equation}
\Xi=\frac{\Xi_0}{1+\tau_0/\tau_r}=cE\,\frac{u}{u+G},\qquad
u=(E-E_0)^2+\frac{\Gamma_0^2E}{4E_0}.
\end{equation}

Define \(L_n=\int_0^\infty\Xi\,x^n(-f')\,dE\), where \(f\) is the Fermi function and \(x=(E-\mu)/(k_BT)\). Then \(\sigma=L_0\) and \(S=k_BL_1/L_0\), so \(S\sigma=k_BL_1\). The criterion asks whether \(L_1\) rises. The lost part of the transport function is
\begin{equation}
F=\Xi_0-\Xi=\frac{cEG}{u+G}=\frac{cG}{D(E)},\qquad
D=E+\frac{E_*^2}{E}-2E_0+\frac{\Gamma_0^2}{4E_0},
\end{equation}
with \(E_*^2=E_0^2+G\). Since \(-f'\) is even about \(\mu\), pair the energies \(\mu\pm y\):
\begin{equation}
\Delta L_1=-\frac1{k_BT}\int_0^\infty y\,(-f')\,
\bigl[F(\mu+y)-F(\mu-y)\bigr]dy,
\end{equation}
where \(F=0\) below the band edge. For \(0<y<\mu\),
\begin{equation}
D(\mu+y)-D(\mu-y)=2y\left[1-\frac{E_*^2}{\mu^2-y^2}\right].
\label{pair}
\end{equation}
If \(E_*\ge\mu\), this is negative. The loss is then larger above \(\mu\) than below it, and \(L_1\) falls. Pairs with \(y\ge\mu\) also lower \(L_1\). A gain therefore requires \(E_*<\mu\), that is
\begin{equation}
\boxed{E_0<\mu,\qquad
\Gamma_0<\Gamma_{\max}=2\sqrt{\frac{\mu^2-E_0^2}{A_0}}}
\label{bound}
\end{equation}
at any temperature. As \(T\to0\), only small \(y\) contributes, the bracket in \eqref{pair} is positive whenever \(E_*<\mu\), and the condition becomes sufficient. At finite temperature, pairs with \(y^2>\mu^2-E_*^2\) work against the gain, and the integral must be evaluated.

The level must thus lie between the band edge and \(\mu\), where it removes conduction by carriers that oppose the thermopower. The tempting solution put it on the other side, where no width satisfies \eqref{criterion}. There the resonance can even reverse the sign of \(S\) at low temperature. The magnitude \(|S|\sigma\) may then exceed \(S_0\sigma_0\), but with \(S\) negative this does not meet the criterion.

\section{The power factor}

The power factor \(S^2\sigma\) sets a weaker demand. Its ratio to the clean value is \((S\sigma/S_0\sigma_0)^2/(\sigma/\sigma_0)\), and \(\sigma<\sigma_0\), so it rises whenever \eqref{criterion} holds.

\paragraph{Narrow level.} As \(\Gamma_0\to0\), \(F\) becomes a peak at \(E_0\) with area proportional to \(\Gamma_0\); its tails are of order \(\Gamma_0^2\). Let the peak remove a small fraction \(q\) of \(\sigma_0\), and write \(x_0=(E_0-\mu)/(k_BT)\) and \(s_0=S_0/k_B\). Then \(L_0\) changes by \(-q\sigma_0\) and \(L_1\) by \(-qx_0\sigma_0\), so
\begin{equation}
\frac{S\sigma}{S_0\sigma_0}=1-\frac{qx_0}{s_0},\qquad
\frac{S^2\sigma}{S_0^2\sigma_0}\simeq1+q\left(1-\frac{2x_0}{s_0}\right).
\end{equation}
The first rises for \(x_0<0\), the second for \(x_0<s_0/2\).

\paragraph{Any width, low temperature.} Now \(S\sigma\propto\Xi'(\mu)\). Put \(M=\mu^2-E_0^2\), \(y=u+G\) and \(h=u/y\), all at \(E=\mu\). Since \(\mu u'=u+M\) and \(h'=Gu'/y^2\),
\begin{equation}
\frac{S\sigma}{S_0\sigma_0}=h+\mu h'
=\frac{u(u+G)+G(u+M)}{y^2}=1+\frac{G(M-G)}{y^2}.
\end{equation}
This again gives \(G<M\), which is \eqref{bound}. The power factor rises if the square of this expression exceeds \(u/y=1-G/y\). Expanding the square, subtracting \(1-G/y\) and dividing by \(G/y\) gives
\begin{equation}
1-2p+rp^2>0,\qquad p=\frac{G-M}{y},\quad r=\frac Gy<1 .
\end{equation}
For \(M>0\) we have \(p<r\), and the left side decreases with \(p\) in this range. It therefore exceeds its value at \(p=r\), which is \(1-2r+r^3=(1-r)(1-r-r^2)\). Since \(u\ge\Gamma_0^2\mu/(4E_0)\), \(r\) cannot exceed \(A_\mu/(1+A_\mu)\), where \(A_\mu=A_0E_0/\mu\). Within this model, for \(E_0<\mu\) and \(T\to0\), the power factor thus rises at every width if
\begin{equation}
A_\mu\le\frac{1+\sqrt5}{2}\simeq1.618 .
\end{equation}
For larger \(A_\mu\) it falls at sufficiently large width, where \(M/G\to0\) and \(r\to A_\mu/(1+A_\mu)\).

\section{Numbers}

Take round model parameters, not those of PbTe: \(m=m_e\), \(\mu=0.15\) eV, \(E_0=0.10\) eV, \(n_i=3\times10^{-5}\) \AA\(^{-3}\), and a phonon rate \(\hbar/\tau_0=0.005\) eV at \(E_0\). There \(g=1.077\times10^{-3}\) eV\(^{-1}\)\AA\(^{-3}\), so
\begin{align}
A_0&=\frac{2(3\times10^{-5})}{\pi(1.077\times10^{-3})(0.005)}=3.55,\\
\Gamma_{\max}&=2\sqrt{\frac{0.15^2-0.10^2}{3.55}}\ \text{eV}=0.119\ \text{eV}.
\end{align}
Quadrature of \(L_0\) and \(L_1\), with a root search for \(S\sigma=S_0\sigma_0\), gives critical widths of 0.114, 0.090 and 0.070 eV at 100, 300 and 500 K, with \(\mu\) and the phonon rate held fixed. The steady decrease depends on that choice: if the phonon rate is instead proportional to \(T\), with the same value at 300 K, the widths are 0.066, 0.090 and 0.088 eV. At 300 K the ratios to the clean band are:

\begin{center}
\begin{tabular}{ccccc}
\(\Gamma_0\) (eV) & \(S\) & \(\sigma\) & \(S\sigma\) & \(S^2\sigma\)\\
0.01 & 1.29 & 0.92 & 1.19 & 1.53\\
0.05 & 1.90 & 0.64 & 1.21 & 2.30\\
0.10 & 2.01 & 0.47 & 0.96 & 1.92\\
0.50 & 1.65 & 0.32 & 0.53 & 0.87
\end{tabular}
\end{center}

At 0.10 eV the thermopower has doubled, but the conductivity has fallen by more than half, so \eqref{criterion} fails. The power factor is largest near 0.05 eV, where \(S\) rises from 48 to 91 \(\mu\)V/K. This gain is measured against a clean band far from its best doping: at 300 K, moving \(\mu\) to 0.017 eV raises the clean power factor by a factor 2.21 with no resonant impurities. Here \(A_\mu=3.546\times0.10/0.15=2.36\) exceeds 1.618, and the power factor does fall below its clean value, beyond 0.32 eV at 300 K. The value 1.618 is a low-temperature threshold; for a very wide level at this \(\mu\) it drops to 1.12 at 300 K. For \(\Gamma_0<4E_0\) the pole of the scattering amplitude has real part \(E_0-\Gamma_0^2/(8E_0)\), which at 0.32 eV lies below the band edge, so that limit belongs to the model rather than to a well-defined resonance. At \(\Gamma_{\max}=0.119\) eV, already larger than \(E_0\), this real part is 0.082 eV: the resonance is broad and displaced but still inside the band.

With \(n_i=10^{-5}\) \AA\(^{-3}\), \(A_0\) is 1.18 and the critical width at 300 K grows to 0.150 eV. Fewer impurities tolerate a broader level.

\section{Where the result holds}

Fixed \(\mu\) requires other dopants to make up any difference between the carriers that the impurities hold and those that they bring. In a large sphere of radius \(R\), the s-wave condition \(kR+\delta=n\pi\) places \(\delta/\pi\) extra states per spin below \(E\). Each impurity therefore holds \(2\delta(\mu)/\pi\) carriers at low temperature, which is 1.65 for \(\Gamma_0=0.05\) eV. At 300 K the thermal average of \(\delta\) lowers this to about 1.5, which amounts to \(4.5\times10^{-5}\) \AA\(^{-3}\), against \(2.7\times10^{-4}\) \AA\(^{-3}\) in the band at 300 K.

The Boltzmann treatment needs \(\hbar/\tau\ll E\). At \(E_0\) the two rates sum to \(0.005+0.018=0.023\) eV, nearly a quarter of \(E_0\). The effect of the broadening and shift of the band states can be estimated from the Kubo formula without vertex corrections, giving the carriers a complex self-energy: its real part is \(n_i\,\mathrm{Re}\,T\), and its imaginary part is minus half the total rate. The critical width at 300 K then becomes 0.085 eV instead of 0.090 eV. If \(n_i\) and the phonon rate are both divided by ten, which leaves \(A_0\) unchanged, it returns to 0.090 eV.

The low-temperature formulas need \(k_BT\) small compared with the energies over which \(\Xi\) varies, yet large compared with the energies of the phonons exchanged, so that phonon scattering stays quasi-elastic. The limit \(T\to0\) is formal in this sense. For a sound speed of 3000 m/s the phonon of wave vector \(2k\) at \(\mu\) carries about 8 meV, close to \(k_BT\) at 100 K, so the 100 K widths are already at the edge of this assumption.

The model leaves out interaction between carriers on the level, coherent scattering between impurities, scattering by the compensating dopants, several valleys and a nonparabolic band. The argument that carriers on the level do not conduct holds for dilute, independent levels; at concentrations where the levels overlap into an impurity band it needs a new treatment. Any of these omissions can matter for thallium in PbTe, so the widths and the position of the level found above are not predictions for that material.

Numerical values quoted here were computed with a short program.
